\section*{Is the narrowing GW peak of an Anderson impurity a Kondo resonance?}

\section{The argument under review}

Suppose a manuscript applies the GW approximation to an Anderson impurity and argues as follows. The spectral function has a peak at the Fermi level. As the interaction $U$ grows, the peak keeps its height and becomes narrower. A Kondo resonance does the same. The authors conclude that GW contains the Kondo effect, and they read a Kondo temperature from the width of the peak.

The two observations are correct for the calculation described below. The question is whether they support the conclusion. In the particle-hole symmetric impurity, a fixed height and a narrowing peak accompany any Fermi-liquid solution whose mass enhancement grows with $U$, so the deciding evidence is the law by which the width depends on $U$. I derive that law for one-shot GW, for self-consistent GW and for the model itself.

\section{Model and conventions}

I set $\hbar=k_B=1$ and take zero temperature. The impurity has the interaction
\begin{equation}
\frac U2(n-1)^2=Un_\uparrow n_\downarrow-\frac U2 n+\frac U2 ,
\end{equation}
where $n=n_\uparrow+n_\downarrow$ and $n^2=n+2n_\uparrow n_\downarrow$ was used. It is coupled by an amplitude $V$ to a flat, symmetric band with density of states $\rho$ per spin. The hybridization half-width is $\Delta=\pi\rho V^2$, and the half-bandwidth exceeds every other energy. The GW solution is spin-restricted, with $\langle n_\sigma\rangle=1/2$. The static Hartree and exchange terms then cancel the one-body level, and
\begin{equation}
G(i\omega)=\frac{1}{i\omega+i\Delta\,\mathrm{sgn}\,\omega-\Sigma(i\omega)} ,
\end{equation}
where $\Sigma$ is the dynamic self-energy. Its slope defines the quasiparticle weight $Z$:
\begin{equation}
\frac1Z=1-\left.\frac{\partial\Sigma(i\omega)}{\partial(i\omega)}\right|_{0},
\qquad
G\simeq\frac{Z}{i\omega+iZ\Delta\,\mathrm{sgn}\,\omega}
\quad(\omega\to0).
\end{equation}
Thus $Z\Delta$ is the quasiparticle width.

GW here means the charge-screened form, in which $U$ acts between densities regardless of spin. With $\chi$ the density bubble of one spin,
\begin{align}
\chi(i\nu)&=-\int\frac{d\omega}{2\pi}\,G(i\omega)G(i\omega+i\nu),\\
W(i\nu)&=\frac{U}{1+2U\chi(i\nu)},\\
\Sigma(i\omega)&=-\int\frac{d\nu}{2\pi}\,G(i\omega-i\nu)\,[W(i\nu)-U].
\end{align}
The factor 2 counts the two spins. One-shot GW inserts the noninteracting $G_0$; self-consistent GW inserts the solution.

\section{Why the height proves nothing}

Write $G(\tau)=-\int_0^\infty d\epsilon\,A(\epsilon)e^{-\epsilon\tau}$ for $\tau>0$, with $A$ the even spectral function. Let $B(x)>0$ be the spectrum of the screening part, $W(\tau)-U\delta(\tau)=-\int_0^\infty dx\,B(x)e^{-x\tau}$. The product $\Sigma(\tau)=-G(\tau)[W(\tau)-U\delta(\tau)]$ has the spectrum
\begin{equation}
S(\omega)=\int_0^\omega d\epsilon\,A(\epsilon)B(\omega-\epsilon),
\qquad \mathrm{Im}\,\Sigma^R(\omega)=-\pi S(\omega).
\label{eq:S}
\end{equation}
At small $\omega$, $A$ is constant and $B$ is linear, because few particle-hole pairs are available. Hence $S\propto\omega^2$ and $\mathrm{Im}\,\Sigma^R(0)=0$. Particle-hole symmetry gives $\mathrm{Re}\,\Sigma^R(0)=0$. Therefore $A(0)=1/(\pi\Delta)$ for every $U$ at which this Fermi-liquid form holds. The fixed height follows from phase space and symmetry, with no reference to a local spin.

\section{One-shot GW}

\subsection{The slope of the self-energy}

Put $G_0(i\omega)=-ig(\omega)$ with $g(\omega)=\mathrm{sgn}\,\omega/(|\omega|+\Delta)$. Then $\chi_0=\int d\omega\,g(\omega)g(\omega+\nu)/2\pi$. For $\nu>0$, the regions $\omega>0$ and $\omega<-\nu$ each contribute $\ln(1+\nu/\Delta)/\nu$ to the integral before division by $2\pi$. Between them the signs differ, and partial fractions give $-2\ln(1+\nu/\Delta)/(\nu+2\Delta)$. Adding the three parts,
\begin{align}
\chi_0(i\nu)&=\frac{\ln(1+\nu/\Delta)}{\pi}
\left[\frac1\nu-\frac1{\nu+2\Delta}\right]\nonumber\\
&=\frac{2\Delta}{\pi}\,\frac{\ln(1+\nu/\Delta)}{\nu(\nu+2\Delta)},
\qquad \chi_0(0)=\frac1{\pi\Delta}.
\end{align}

The self-energy is $\Sigma(i\omega)=i\int d\nu\,g(\omega-\nu)[W-U]/2\pi$. The derivative of $g$ has a jump part and a smooth part,
\begin{equation}
g'(x)=\frac2\Delta\,\delta(x)-\frac1{(|x|+\Delta)^2}.
\end{equation}
Since $\partial/\partial(i\omega)=-i\,\partial/\partial\omega$, the prefactor $i$ cancels and
\begin{equation}
\frac1Z=1-\frac{W(0)}{\pi\Delta}
+\frac1\pi\int_0^\infty\frac{W(i\nu)\,d\nu}{(\nu+\Delta)^2}.
\label{eq:slope}
\end{equation}
The constant $-U$ has dropped out, because it contributes $+U/(\pi\Delta)$ and $-U/(\pi\Delta)$ to the two terms.

\subsection{Weak coupling}

To second order $W-U=-2U^2\chi_0$. With $u=U/(\pi\Delta)$ and $y=1+\nu/\Delta$, Eq.~(\ref{eq:slope}) becomes
\begin{align}
\frac1Z-1&\simeq2u^2\left[1-2\int_1^\infty\frac{\ln y\,dy}{y^2(y^2-1)}\right]\nonumber\\
&=2u^2\left[1-2\left(\frac{\pi^2}8-1\right)\right]
=2\left(3-\frac{\pi^2}4\right)u^2 .
\end{align}
The integral follows from $1/[y^2(y^2-1)]=1/(y^2-1)-1/y^2$. The first piece gives $\sum_{k\ge0}(2k+1)^{-2}=\pi^2/8$ and the second gives 1.

The model has half this coefficient, $3-\pi^2/4\simeq0.533$. An electron interacts through $Un_\uparrow n_\downarrow$ with the opposite spin, so one bubble is present at second order. GW has two, and it lacks the second-order exchange diagram that would cancel the same-spin bubble. At sufficiently weak coupling GW therefore narrows the peak too much. The excess comes from the same-spin bubble, which is an interaction of the electron with its own spin species that the model does not contain.

\subsection{Strong coupling}

For $\nu\gg\Delta$ the bubble is $\chi_0\simeq(2\Delta/\pi)\ln(\nu/\Delta)/\nu^2$. The logarithm varies slowly, so I evaluate it at the frequency that dominates the integral:
\begin{equation}
W(i\nu)\simeq\frac{U\nu^2}{\nu^2+\omega_p^2},\qquad
\omega_p^2=\frac{4U\Delta}{\pi}L,\qquad L=\ln\frac{\omega_p}{\Delta}.
\end{equation}
Here $\omega_p$ is the frequency of charge screening. Above it the interaction is bare; below it the interaction is screened. For $U\gg\Delta$ one has $\omega_p\gg\Delta$, so the integral in Eq.~(\ref{eq:slope}) is
\begin{equation}
\frac1\pi\int_0^\infty\frac{U\,d\nu}{\nu^2+\omega_p^2}=\frac{U}{2\omega_p},
\end{equation}
while $W(0)/(\pi\Delta)\to1/2$ stays finite. To leading order,
\begin{equation}
Z\simeq\frac{2\omega_p}{U}=4\sqrt{\frac{\Delta L}{\pi U}} .
\label{eq:oneshot}
\end{equation}
The width falls as $U^{-1/2}$ times the square root of a logarithm. The electron is dressed by charge fluctuations of frequency $\omega_p$.

The leading correction comes from the variation of the logarithm. With $x=\nu/\omega_p$, the denominator is $x^2+1+\ln x/L$, and expansion gives the relative change
\begin{equation}
-\frac1L\,
\frac{\int_0^\infty \ln x\,(1+x^2)^{-2}dx}{\int_0^\infty(1+x^2)^{-1}dx}
=-\frac1L\,\frac{-\pi/4}{\pi/2}=\frac1{2L}
\end{equation}
in $1/Z$. At $U=10^{12}\Delta$, $\omega_p=4.41\times10^6\Delta$ and $L=15.3$, so the correction is 3.3\%. Numerical integration of Eq.~(\ref{eq:slope}) gives $1/Z$ larger than $U/(2\omega_p)$ by 3.9\%. Convergence to the leading law is logarithmic, which matters when an exponent is fitted over a short range.

\section{Self-consistent GW}

One might object that self-consistency could generate the missing exponential. At strong coupling there is a wide window between the peak width and $U$. In this window I assume a scaling form, neglecting $i\omega$ and $\Delta$ beside $\Sigma$, and $1/U$ beside $2\chi$:
\begin{align}
G(\tau)&=-C\,\frac{\mathrm{sgn}\,\tau}{|\tau|^{2a}},&
\chi(\tau)&=\frac{C^2}{|\tau|^{4a}},\\
W(\tau)&=-\frac{w}{|\tau|^{2-4a}},&
\Sigma(\tau)&=-Cw\,\frac{\mathrm{sgn}\,\tau}{|\tau|^{2-2a}} .
\end{align}
The powers agree with $W=1/(2\chi)$, $\Sigma=-GW$ and $G\Sigma=-1$ for any $a$. The prefactors select $a$. The required transforms are
\begin{align}
\int d\tau\,e^{i\omega\tau}\frac{\mathrm{sgn}\,\tau}{|\tau|^s}
&=2i\,\mathrm{sgn}\,\omega\,|\omega|^{s-1}\Gamma(1-s)\cos\frac{\pi s}2,\\
\int d\tau\,\frac{e^{i\nu\tau}}{|\tau|^s}
&=2|\nu|^{s-1}\Gamma(1-s)\sin\frac{\pi s}2 .
\end{align}
For $W$ the second is used by continuation in $s$. The constant this removes is the one that cancels $U$ and leaves $W(0)=0$ within the scaling form.

Let $K=C^2w$. The condition $G\Sigma=-1$ reads
\begin{equation}
4K\cos^2(\pi a)\,\Gamma(1-2a)\Gamma(2a-1)=-1 .
\end{equation}
With $\Gamma(2a-1)=\Gamma(2a)/(2a-1)$ and $\Gamma(2a)\Gamma(1-2a)=\pi/\sin2\pi a$, this gives
\begin{equation}
K=\frac{(1-2a)\tan\pi a}{2\pi}.
\end{equation}
The condition $2\chi W=1$ reads
\begin{equation}
-8K\sin^2(2\pi a)\,\Gamma(1-4a)\Gamma(4a-1)=1 ,
\end{equation}
and the same identities with $2a\to4a$ give
\begin{equation}
K=\frac{1-4a}{4\pi\tan2\pi a}.
\end{equation}
Equating the two values of $K$,
\begin{equation}
2(1-2a)\tan(\pi a)\tan(2\pi a)=1-4a .
\end{equation}
The interaction scales as $W\sim|\nu|^{1-4a}$ and must vanish at low frequency for $1/U$ to be negligible, so $a<1/4$, and $G(\tau)$ must decay, so $a>0$. The only root with $0<a<1/4$ is $a=0.1169$.

The amplitude is set at short times: $|G|$ is of order one at $\tau\sim1/U$, so $C\sim U^{-2a}$. Then $Cw=K/C\sim U^{2a}$ and $|\Sigma|\sim U^{2a}\omega^{1-2a}$. The scaling window ends where this equals $\Delta$:
\begin{equation}
\omega_*\sim U\left(\frac\Delta U\right)^{1/(1-2a)} .
\end{equation}
Below $\omega_*$ the self-energy is linear, of size $\Delta\,\omega/\omega_*$, so $Z\sim\omega_*/\Delta$ and
\begin{equation}
Z\sim\left(\frac\Delta U\right)^p,\qquad p=\frac{2a}{1-2a}=0.305 .
\label{eq:sc}
\end{equation}

This is a scaling argument and not a proof, so I also solved the equations numerically on the real axis. The spectrum of $\chi$ is $\rho_\chi(\omega)=\int_0^\omega A(\epsilon)A(\omega-\epsilon)d\epsilon$. Its Kramers--Kronig transform gives the retarded $\chi$, hence $B=2U^2\rho_\chi/|1+2U\chi|^2$, and Eq.~(\ref{eq:S}) gives $S$. The cycle is iterated on a logarithmic frequency grid, and $1/Z=1+2\int_0^\infty dx\,S(x)/x^2$. From $U=10^5\Delta$ to $10^6\Delta$, $Z$ falls from 0.03883 to 0.01924. The grid leaves each value about 0.2\% too large (the converged values are 0.03876 and 0.01920), and this error nearly cancels in their ratio. The exponent over this decade is
\begin{equation}
\log_{10}\frac{0.03883}{0.01924}=0.305,
\end{equation}
in agreement with Eq.~(\ref{eq:sc}). Inside the window at $U=10^6\Delta$ the spectrum falls as $\omega^{-0.767}$, where the scaling form gives $\omega^{2a-1}=\omega^{-0.766}$. Self-consistency thus makes the narrowing slower than in one-shot GW, whose exponent over the same decade is 0.45.

\section{The width in the model itself}

For $U\gg\Delta$ the impurity holds one electron and carries a spin $\mathbf S$. To find its coupling to the band, consider the impurity and one band orbital at zero energy, with two electrons. The triplet cannot hop and has energy 0. The singlet couples with amplitude $\sqrt2V$ to each of the two states with a doubly occupied orbital, both at energy $U/2$, and hence with amplitude $2V$ to their normalized sum. Its energy solves $E(E-U/2)=4V^2$:
\begin{equation}
E=\frac U4-\sqrt{\frac{U^2}{16}+4V^2}\simeq-\frac{8V^2}U .
\end{equation}
The splitting defines the exchange in $J\,\mathbf S\cdot\mathbf s$, with $\mathbf s=\frac12c^\dagger\boldsymbol\sigma c$ the band spin at the impurity. Hence $J=8V^2/U$ and $\rho J=8\Delta/(\pi U)$.

Now remove band states in a shell $\delta D$ at the edges $\pm D$. At second order an electron can pass through the upper shell, or a hole through the lower one. The order of the band matrices differs between the two processes, and exchange of fermions gives a relative minus sign:
\begin{align}
\delta H&=-\frac{J^2\rho\,\delta D}{4D}\,S^aS^b\,
c^\dagger(\sigma^a\sigma^b-\sigma^b\sigma^a)c\nonumber\\
&=+\frac{J^2\rho\,\delta D}{2D}\,\mathbf S\cdot c^\dagger\boldsymbol\sigma c .
\end{align}
The second line uses $[\sigma^a,\sigma^b]=2i\epsilon_{abc}\sigma^c$ and $i\epsilon_{abc}S^aS^b=-S^c$. Comparison with $\frac J2\mathbf S\cdot c^\dagger\boldsymbol\sigma c$ gives $\delta J=\rho J^2\,\delta D/D$. As $D$ decreases,
\begin{equation}
\frac{dJ}{d\ln D}=-\rho J^2,\qquad
\frac{1}{\rho J(D)}=\frac1{\rho J}+\ln\frac D{D_0} .
\end{equation}
The coupling becomes large at $D\sim D_0e^{-1/\rho J}$, with $D_0$ of order $U$. The Kondo scale therefore contains
\begin{equation}
e^{-1/\rho J}=e^{-\pi U/8\Delta}.
\end{equation}

The logarithm survives because spin matrices do not commute. For scattering from a charge potential the matrices are unity and the two processes cancel. In GW the electron meets a scalar $W$ built from the charge response, and no series of successive spin-flip scatterings is summed. The process that produces the exponential is absent from the approximation.

One-loop scaling fixes the exponent but not the prefactor. The Bethe-ansatz result, which I quote without derivation, is for $U\gg\Delta$
\begin{equation}
Z\simeq\frac4\pi\sqrt{\frac U{2\Delta}}\,
\exp\left(-\frac{\pi U}{8\Delta}+\frac{\pi\Delta}{2U}\right).
\label{eq:kondo}
\end{equation}

\section{Numbers at moderate coupling}

For an independent value of $Z$ I used the numerical renormalization group (NRG). The band, with half-width $1000\Delta$, is replaced by a chain whose hoppings decrease by a factor 2 per site. The chain is diagonalized site by site, keeping about 250 low-energy states. At low energy the lowest one-particle excitation $E$ is that of a free chain with hybridization $ZV^2$, so $E=ZV^2g_c(E)$ yields $Z$, where $g_c$ is the Green function of the first band site. The results are

\begin{center}
\begin{tabular}{rccc}
$U/\Delta$ & NRG & one-shot & self-consistent\\
2 & 0.819 & 0.873 & 0.878\\
8 & 0.135 & 0.630 & 0.658\\
12 & 0.0325 & 0.556 & 0.591\\
16 & 0.0076 & 0.507 & 0.545\\
20 & 0.0017 & 0.471 & 0.512
\end{tabular}
\end{center}

From $U=8\Delta$ to $20\Delta$ the NRG values exceed Eq.~(\ref{eq:kondo}) by 1 to 2\%, which supports the quoted prefactor at that level. The NRG values are themselves about 2\% larger than the exact Bethe-ansatz $Z$ in this range, so the small excess is not evidence against the formula. At $U=2\Delta$ the exact value is 0.816. At $U=2\Delta$ GW already gives the larger $Z$, although its second-order coefficient is twice too large. This coupling lies beyond the range where the second-order term describes GW. The next term of $W$, $+4U^3\chi_0^2$, opposes the narrowing, and the expansion of $W$ in powers of $2U\chi_0$ converges only for $2u<1$, whereas here $2u=1.27$. With the full $W$, the one-shot $Z$ lies below the exact one only for $U\lesssim1.07\Delta$.

At $U=20\Delta$ the self-consistent peak has a half-width at half-maximum of $0.529\Delta$, close to $Z\Delta=0.512\Delta$. The NRG quasiparticle width is $0.0017\Delta$, smaller by a factor of about 300. A Kondo temperature read from the GW peak would be wrong by a factor of that size.

The local exponent $-d\ln Z/d\ln U$ separates the two laws without any assumption about prefactors. Between $16\Delta$ and $20\Delta$ the computed values, with one more digit for NRG than in the table, give
\begin{align}
\text{GW, self-consistent:}\quad&\frac{\ln(0.545/0.512)}{\ln(20/16)}\simeq0.28,\\
\text{NRG:}\quad&\frac{\ln(0.00756/0.00173)}{\ln(20/16)}\simeq6.6 .
\end{align}
Between $8\Delta$ and $12\Delta$ they are 0.27 and 3.5. The GW exponent approaches a constant. The NRG exponent nearly doubles, as Eq.~(\ref{eq:kondo}) requires, since its leading part is $\pi U/8\Delta$. If the power law (\ref{eq:sc}) is extrapolated from $U=10^6\Delta$, self-consistent GW reaches the width that NRG has at $20\Delta$ only near
\begin{equation}
U\sim10^6\Delta\left(\frac{0.0192}{0.0017}\right)^{1/0.305}\sim3\times10^9\Delta .
\end{equation}

\section{Scope and recommendation}

These results hold for the symmetric impurity at zero temperature, in the wide-band limit and with spin symmetry imposed. In one-shot GW, a half-bandwidth $D$ with $\Delta\ll D\ll\omega_p$ cuts off the logarithm. For $\nu\gg D$ the bubble is $\chi_0\simeq(2/\nu^2)\int_0^D\epsilon A_0(\epsilon)\,d\epsilon$, where $A_0\simeq(\Delta/\pi)/(\epsilon^2+\Delta^2)$ is the noninteracting spectrum, so $L$ stops growing with $U$ and is of order $\ln(D/\Delta)$. The self-consistent exponent does not change as long as $D$ stays well above the peak width, because the hybridization is negligible beside $\Sigma$ throughout the scaling window. A spin-polarized GW solution is a different approximation and would need its own analysis, as would schemes that add spin-fluctuation diagrams to GW.

The manuscript should withdraw the identification with the Kondo effect and the Kondo temperature derived from it. Its spectra may stand as GW results, with the peak described as a quasiparticle narrowed by charge fluctuations. If the authors wish to claim Kondo physics from another method, they should plot $\ln Z$ against $U/\Delta$. After subtraction of $\frac12\ln(U/\Delta)$, the slope should approach $-\pi/8$ at large $U/\Delta$.
